Final and bake-averaged acid modulation in a diffusing resist pattern

**Problem**

A chemically amplified resist has been exposed to a line pattern of pitch p = 40 nm. At the start of the post-exposure bake the acid concentration, expressed as a fraction of the acid generator originally present, is

h(x,0) = h₀ [1 + m₀ cos(qx)],  q = 2π/p.

Here x runs across the lines, h₀ is the mean and m₀ is the initial modulation. The modulation of any profile means the amplitude of its cos(qx) component divided by its mean.

The bake lasts t_b = 60 s at 100 °C. The acid diffuses with a constant, uniform diffusivity D and is neither lost nor neutralised. It is uniform along the lines and through the film, and none leaves through the film surfaces. By the end of the bake, the RMS displacement of an acid molecule along x alone is σ = 8 nm.

(a) Show that the final acid modulation is 0.45 of its initial value.

(b) Show that the modulation of the time-averaged acid concentration is 0.69 of the initial value.

(c) The acid catalyses deprotection of the polymer. The protected fraction M starts at 1 and obeys ∂M/∂t = −k h M, with k = 0.05 s⁻¹. The polymer does not move and the acid is not consumed. For h₀ = 0.3 and m₀ = 0.8, find M at the bright centre (x = 0) and the dark centre (x = p/2). What error results from using the final acid profile as if it had been present throughout the bake?

(d) Examine how the two factors change when the acid is lost, when deprotection is of second order in acid, when a quencher is present, and when the diffusivity is not constant.

**Solution**

**(a) The final modulation**

First, D must be related to σ. Let P(x,t) be the probability density of an acid molecule that starts at x = 0. It obeys

∂P/∂t = D ∂²P/∂x².

Multiply by x² and integrate over all x. Two integrations by parts, with P vanishing far away, move both derivatives onto x²:

d⟨x²⟩/dt = D ∫ x² (∂²P/∂x²) dx = D ∫ 2P dx = 2D.

Since ⟨x²⟩ = 0 at the start,

σ² = 2D t_b,

D = σ²/(2t_b) = 64 nm²/(120 s) = 0.533 nm²/s.

The acid concentration obeys the same diffusion equation. Derivatives along the lines and through the film vanish because the acid is uniform in those directions. Try

h(x,t) = h₀ [1 + m(t) cos(qx)].

The constant term has no second derivative, so the mean stays at h₀. The cosine returns itself multiplied by −q² when differentiated twice. Equating the coefficients of cos(qx) gives

dm/dt = −D q² m,

m(t) = m₀ exp(−D q² t).

At the end of the bake the exponent is

a = D q² t_b = q²σ²/2 = 2π²σ²/p².

The factor 1/2 comes from σ² = 2D t_b. With the given lengths, σ/p = 0.2 and

a = 2π² × 0.04 = 0.790.

The final modulation relative to the initial one is therefore

F = m(t_b)/m₀ = exp(−a) = 0.454.

This is the required 0.45. It is a factor multiplying m₀, and equals the modulation itself if m₀ = 1. For m₀ = 0.8 the final modulation is 0.8 × 0.454 = 0.363.

The same factor follows from blurring the initial profile with a Gaussian G(u) of RMS width σ. The blurred cosine is cos(qx) times

I(q) = ∫ G(u) cos(qu) du,

because the part of the integral containing sin(qu) vanishes by symmetry. Differentiate with respect to q, use uG = −σ² dG/du, and integrate by parts:

dI/dq = −∫ u G sin(qu) du = σ² ∫ (dG/du) sin(qu) du = −qσ² I.

With I(0) = 1, the solution is I = exp(−q²σ²/2), in agreement with F.

It matters that σ is the displacement along x alone. If 8 nm were the RMS distance in three dimensions, isotropic diffusion would give each axis one third of the mean square displacement. The exponent would be a/3, the final factor 0.77 and the averaged factor, derived next, 0.88.

**(b) The bake-averaged modulation**

The time-averaged acid concentration is

h_av(x) = (1/t_b) ∫₀^t_b h(x,t) dt = h₀ [1 + m₀ A cos(qx)],

where, since D q² = a/t_b,

A = (1/t_b) ∫₀^t_b exp(−a t/t_b) dt.

Put s = t/t_b, so that dt = t_b ds:

A = ∫₀¹ exp(−as) ds = [−exp(−as)/a]₀¹ = (1 − exp(−a))/a.

Numerically,

A = (1 − 0.4540)/0.7896 = 0.69.

The modulation of the averaged acid is m₀A = 0.8 × 0.6915 = 0.553.

The course of the bake shows where the difference arises. The modulation factor is 1 at the start, 0.82 after a quarter of the bake, 0.67 at half time, 0.55 at three quarters and 0.45 at the end. Simpson's rule applied to the first, middle and last values gives

(1 + 4 × 0.6738 + 0.4540)/6 = 0.692.

The average exceeds the final value because the modulation falls throughout the bake: every earlier value is larger than the last.

Two limits show how the difference depends on the amount of diffusion. For a ≪ 1, expansion of the exponential gives

F ≈ 1 − a,  A ≈ 1 − a/2.

The averaged profile then suffers half the loss of the final profile. In the present case the losses are 0.546 and 0.309, a ratio of 0.57, so the small-a rule is only a rough guide. For a ≫ 1,

F = exp(−a),  A ≈ 1/a.

The final modulation is then exponentially small, while the average retains a contribution from the early part of the bake. If the pitch were halved to 20 nm at fixed σ, a would be four times larger, 3.16. Then F = 0.454⁴ = 0.04, but A = (1 − 0.04)/3.16 = 0.30.

The average can also be viewed as a blur. At time t the Gaussian kernel has variance 2Dt, so the variance of the time-averaged kernel is

(1/t_b) ∫₀^t_b 2Dt dt = D t_b = σ²/2 = 32 nm².

Its RMS width is √32 = 5.66 nm. The averaged kernel is a mixture of Gaussians of different widths, not one Gaussian. A single Gaussian with the same variance would give exp(−a/2) = 0.674, slightly below A = 0.692. The sign of the difference follows from the convexity of exp(−as): its average over s exceeds its value at the average s, which is 1/2. To reproduce A at this pitch, a single Gaussian would need an RMS width of 5.47 nm.

**(c) What the polymer records**

Because the polymer does not move, the deprotection equation can be integrated separately at each x. Divide by M and integrate from M = 1:

−ln M(x,t_b) = k ∫₀^t_b h(x,t) dt = k t_b h_av(x).

Thus, for deprotection of first order in acid, the protected fraction is set by the averaged acid concentration. Define the mean deprotection exponent

K = k h₀ t_b = 0.05 × 0.3 × 60 = 0.900.

Then

M(x,t_b) = exp{−K [1 + m₀A cos(qx)]}.

At the bright centre cos(qx) = 1, and at the dark centre cos(qx) = −1:

M_bright = exp(−0.900 × 1.553) = 0.247,

M_dark = exp(−0.900 × 0.447) = 0.669.

Their difference, the chemical contrast available to the developer, is 0.422. In general it is

M_dark − M_bright = exp(−K) [exp(K m₀A) − exp(−K m₀A)] = 2 exp(−K) sinh(K m₀A).

At fixed K, this increases with the modulation factor. If the final acid profile were held fixed for the whole bake, F would replace A and the difference would be 0.271. This is 36 % below the true value, relative to the true value. If the initial profile were held fixed, the factor would be 1 and the difference 0.637, which is 51 % too high. Diffusion therefore does degrade the chemical image, but by less than the final acid profile suggests.

A direct integration of the coupled diffusion and deprotection equations provides a test of both factors. One period was divided into 80 cells of 0.5 nm, with time steps of 0.05 s. The final acid gave F = 0.4542 and −ln M gave A = 0.6916, against 0.4540 and 0.6915 from the formulas. The small excess in F is a grid effect. The three-point second derivative replaces q² by

(2/Δx²)[1 − cos(qΔx)] ≈ q² (1 − q²Δx²/12),

which is lower by about 5 parts in 10⁴ for Δx = 0.5 nm. The exponent is reduced by about 0.0004, which raises F by about 0.0002.

**(d) When the assumptions change**

The following cases are taken one at a time. Their parameters are rough, and the shifts should not be added.

**Acid loss.** Suppose acid disappears everywhere at the rate λh. The concentration is then the previous solution multiplied by exp(−λt). This common factor cancels from the modulation at any instant, so F is unchanged. The time average, however, now gives more weight to early times. With ℓ = λt_b,

A_loss = ∫₀¹ exp[−(a+ℓ)s] ds / ∫₀¹ exp(−ℓs) ds

= {[1 − exp(−a−ℓ)]/(a+ℓ)} × {ℓ/[1 − exp(−ℓ)]}.

For λ = 0.005 s⁻¹, ℓ = 0.3 and A rises from 0.692 to 0.705.

**Second-order deprotection.** If the rate is −k h² M, the polymer records the time integral of h². Squaring the profile gives

(1 + m cos qx)² = 1 + m²/2 + 2m cos qx + (m²/2) cos 2qx.

The cos(qx) term is linear in m, so its amplitude still falls by the factor A. The mean also falls, because it contains m². The average of m²/m₀² over the bake is

B = ∫₀¹ exp(−2as) ds = [1 − exp(−2a)]/(2a) = 0.503.

The modulation of −ln M, divided by the value it would have without diffusion, is therefore

A₂ = A (1 + m₀²/2)/(1 + m₀²B/2) = 0.6915 × 1.320/1.161 = 0.79.

Unlike the first-order factor, this one depends on m₀. It does not mean that diffusion removes less of the fundamental amplitude; part of the loss is hidden by the falling mean.

**Quencher.** Let a base of uniform initial concentration b₀ = 0.12, in the same units as h, neutralise acid instantly and one for one. Let it diffuse as fast as the acid. Neutralisation removes equal amounts of both, so the net field u = acid − base obeys the plain diffusion equation. Initially,

u = 0.18 + 0.24 cos(qx).

Acid is present where u > 0, and base where u < 0. Since 0.24 exceeds 0.18, the dark regions start with excess base and no acid. At the end, the cosine amplitude is 0.24 × 0.454 = 0.109. The field is then positive everywhere, and the acid modulation is 0.109/0.18 = 0.61.

The integration on the same grid gives a final factor of 0.51 and an averaged factor of 0.77, each relative to the same quenched system without diffusion. The rise of F has a definite origin. The net field has initial modulation 0.24/0.18 = 1.33, but cutting off its negative part leaves acid with modulation 0.61/0.51 ≈ 1.2. The final modulation is thus compared with a smaller starting value. If b₀ were below the initial acid minimum, h₀(1 − m₀) = 0.06, nothing would be cut off. The initial modulation would be higher than without quencher, but F and A would keep their original values.

**Changing diffusivity.** Suppose first that D and k vary in time but not in space. Let s now be the fraction of the final σ² accumulated so far, so that ds is proportional to D dt. At fixed final σ, F is unchanged, while

A = ∫₀¹ (k/D) exp(−as) ds / ∫₀¹ (k/D) ds.

If k and D vary in proportion, k/D cancels and the original A returns. If k/D falls during the bake, early and better modulated acid receives more weight, and A rises.

Wafer warm-up is such a case when diffusion has the higher activation energy, because a low temperature then suppresses D more than k. Take a start at 23 °C, an exponential approach to 100 °C with a time constant of 5 s, and activation energies of 1.5 eV for D and 1.0 eV for k. With the final σ held at 8 nm, A becomes 0.70. If k keeps its stated value at 100 °C, the same warm-up also lowers the mean deprotection exponent K to 0.79 of its isothermal value, a larger change than that of A.

Diffusivity may also rise as the polymer is deprotected. For

D = D₀ [1 + 2(1 − M)],

full deprotection triples D. The acid flux is taken as −D ∂h/∂x, with the local value of D. With D₀ chosen so that the mean of D over the period and the bake remains 0.533 nm²/s, the grid solution gives F = 0.45 and A = 0.72. The later growth of D favours a larger A by the argument above. D now also varies in space, and the calculation does not separate the two influences. The near-constancy of F is shown here only for these parameters and this flux law. If the flux were −∂(Dh)/∂x instead, the same mean D would give F = 0.32 and A = 0.66.

**Comparison with a real process**

The numbers lie in the rough regime of extreme-ultraviolet lithography with chemically amplified resists: a film some tens of nanometres thick, baked for about a minute near 100 °C. An RMS displacement of 8 nm along x is one fifth of the pitch, enough to remove more than half of the initial acid modulation. The values of h₀, m₀ and k are round model values. In the quencher model above, with equal diffusivities and instant neutralisation, the factors move from 0.45 and 0.69 to 0.51 and 0.77, relative to the quenched pattern without diffusion. Second-order deprotection alone, without quencher, moves the averaged factor from 0.69 to 0.79. The departures sized here raise A or leave it unchanged, but this follows from the cases chosen and is not a bound. With the two activation energies exchanged, warm-up lowers A to 0.68, and a diffusivity D₀[1 − 0.6(1 − M)] that falls with deprotection, at the same mean, gives 0.67.

The continuum description also omits the discreteness of the acid. With a rough generator density of 0.1 nm⁻³ and a 40 nm film, a volume of 20 nm × 20 nm × 40 nm contains on average

0.1 × 0.3 × 20 × 20 × 40 = 480

acid molecules at the mean concentration. If they are placed independently, the count scatters by 1/√480 = 4.6 % of its mean. In extreme-ultraviolet exposure one absorbed photon can release several acids together, so they are not independent and the scatter is larger. If the number per photon is Poisson-distributed with mean y, the scatter is √[(1 + y)/480], which is 7.9 % for y = 2. The factors F and A describe the average pattern; they do not describe this variation from place to place, which contributes to rough line edges. The main values are listed in the numerical output.

Computed values

```
Pitch: 40.0 nm
Final axial RMS diffusion: 8.0 nm
Bake time: 60.0 s
Bake temperature: 100.0 deg C
Mean acid h0 (fraction of generator): 0.30
Initial modulation m0: 0.80
Deprotection rate constant k: 0.050 1/s
Wave number q: 0.15708 1/nm
Diffusivity D: 0.5333 nm^2/s
RMS of point source after bake, from grid: 8.0000 nm
Exponent a: 0.78957
Modulation factor at 0.00 of bake: 1.0000
Modulation factor at 0.25 of bake: 0.8209
Modulation factor at 0.50 of bake: 0.6738
Modulation factor at 0.75 of bake: 0.5531
Modulation factor at 1.00 of bake: 0.4540
Simpson estimate of average factor: 0.6916
Final factor F, formula: 0.4540
Final factor F, diffusion grid: 0.4542
Average factor A, formula: 0.6915
Average factor A, from -ln M on grid: 0.6916
Final acid modulation m0*F: 0.3632
Bake-averaged acid modulation m0*A: 0.5532
Variance of averaged kernel: 32.000 nm^2
Gaussian RMS that would give A: 5.469 nm
F if 8 nm were the 3D RMS distance: 0.7686
A if 8 nm were the 3D RMS distance: 0.8792
Mean deprotection exponent k*h0*t: 0.900
Protected fraction, bright centre (grid): 0.2471
Protected fraction, dark centre (grid): 0.6689
Dark minus bright, true bake: 0.4218
Dark minus bright, final acid held fixed: 0.2706
Dark minus bright, initial acid held fixed: 0.6374
Acid loss rate (rough): 0.005 1/s
With acid loss: F = 0.4542, A = 0.7051
Second-order deprotection: A: 0.7864
Quencher loading (rough, fraction of generator): 0.12
With quencher: F = 0.5143, A = 0.7658
Relative rise of D at full deprotection (rough): 2.0
With rising D: F = 0.4537, A = 0.7227
Warm-up (rough): start 23.0 deg C, time constant 5.0 s
Activation energies (rough): D 1.5 eV, k 1.0 eV
With warm-up: A: 0.7023
Generator density (rough): 0.10 1/nm^3
Film thickness: 40.0 nm
Mean acid count in half-pitch volume: 480
Relative Poisson scatter of acid count: 4.6 %
```
